**Three-photon Kapitza–Dirac scattering: spin amplitudes and their zeros**

The program treats a Dirac electron that absorbs two photons from one wave of a linearly polarized standing wave and emits one into the other. In the frame where the frequencies are $\kappa$ and $2\kappa$, the coupling is $g(\alpha+i\beta\sigma_y)$, with $g=(\xi m)^3/(16E_0)$ in units $\hbar=c=1$; $\xi$ is the field strength per wave, $E_0$ the electron energy, and $q$ the momentum along the polarization. The spin-preserving part $\alpha$ vanishes at $q=0$ and, in third order, near $q=\pm\sqrt{5/3}\,m$. The program asserts that the closed amplitude equals the explicit sum over time orderings, and that the spin-resolved couplings agree with diagonalization of the Dirac–Floquet matrix in the elastic and laboratory frames. It also asserts the second-order mass shift, the fourth-order scaling of the remaining detuning, both kinds of zero, and the spin flip in a direct time evolution. The largest relative error of the spin-resolved coupling in the elastic frame is $9.7\times10^{-6}$, and the time evolution ends with a spin-flip scattering probability of 0.9990. For 10 keV photons and $\xi=0.01$, the output gives a Rabi frequency of $5.06\times10^{12}$ rad/s and a complete flip in 0.62 ps.

## Check in Python

```python
"""Three-photon Kapitza-Dirac Bragg scattering of a Dirac electron.

Result under test: in a linearly polarized standing wave (two waves along x,
each e*A_z = A*cos) the process "absorb two right-moving photons, emit one
left-moving photon" couples two momentum states by
    g*(alpha + i*beta*sigma_y),   g = A^3/(16*E0),
in the frame where the wave frequencies are kappa and 2*kappa.  The
spin-preserving part alpha vanishes at q = 0 and near q = sqrt(5/3)*m.

Symbols (m = hbar = c = 1 unless a unit is printed): q = canonical momentum
along the polarization z; k = laboratory wave number = sqrt(2)*kappa;
E0 = sqrt(1 + q^2 + 4 kappa^2); A = xi = field amplitude e*A_z/(m c).
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

I2 = np.eye(2, dtype=complex)
SX = np.array([[0, 1], [1, 0]], dtype=complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.array([[1, 0], [0, -1]], dtype=complex)
ALPHA_X, ALPHA_Y, ALPHA_Z = [np.kron(SX, s) for s in (SX, SY, SZ)]
BETA_MATRIX = np.kron(SZ, I2)


# ---------- derived formulas ----------
def chiral_coefficients(q, kappa):
    """Third-order amplitude a + i b sigma_y + c sigma_x, chiral spinors."""
    M2 = 1 + q**2
    E0 = np.sqrt(M2 + 4 * kappa**2)
    a = 2 * q * (5 * M2 - 8 * q**2 + 16 * kappa**2) / M2**2
    b = -4 * kappa * (M2 - 8 * q**2) / M2**2
    c = 16 * q * kappa * E0 / M2**2
    return a, b, c


def spin_coefficients(q, kappa):
    """alpha (spin preserving) and beta (rotation about B)."""
    a, b, _ = chiral_coefficients(q, kappa)
    E0 = np.sqrt(1 + q**2 + 4 * kappa**2)
    eps = E0 + 1
    alpha = (a * (eps + q**2) - 2 * kappa * q * b) / (eps * E0)
    beta = (b * (eps + 4 * kappa**2) - 2 * kappa * q * a) / (eps * E0)
    return alpha, beta


def lab_momentum(q, k, A):
    """Resonant initial p_x in the laboratory with the field-dressed mass."""
    return np.sqrt(1 + q**2 + A**2 + 2 * k**2) / (2 * np.sqrt(2)) - 1.5 * k


def lab_coupling(q, k, A):
    """2x2 coupling between laboratory rest-frame-spin states."""
    a, b, c = chiral_coefficients(q, k / np.sqrt(2))
    T = A**3 / 8 * (a * I2 + 1j * b * SY + c * SX)
    eta = np.arctanh(1 / 3)
    boost = np.cosh(eta / 2) * I2 + np.sinh(eta / 2) * SX
    p_i = lab_momentum(q, k, 0.0)
    factors, energies = [], []
    for px in (p_i, p_i + 3 * k):
        E = np.sqrt(1 + px**2 + q**2)
        factors.append(((E + 1) * I2 + px * SX + q * SZ) / np.sqrt(2 * (E + 1)))
        energies.append(E)
    M = np.linalg.inv(factors[1]) @ boost @ T @ np.linalg.inv(boost) @ factors[0]
    return M / (2 * np.sqrt(energies[0] * energies[1]))


# ---------- independent computations ----------
def explicit_orderings(q, kappa):
    """Sum of all time orderings, with propagators from four-momenta."""
    M2 = 1 + q**2
    E0 = np.sqrt(M2 + 4 * kappa**2)

    def G(n_abs, n_emit):
        E = E0 + n_abs * kappa - 2 * n_emit * kappa
        p = -2 * kappa + n_abs * kappa + 2 * n_emit * kappa
        return 1 / (E**2 - p**2 - M2)

    V1 = -2 * q * I2 + 1j * kappa * (SY + 1j * SZ)
    V2 = -2 * q * I2 + 2j * kappa * (SY - 1j * SZ)
    triple = (V2 @ V1 @ V1 * G(2, 0) * G(1, 0)
              + V1 @ V2 @ V1 * G(1, 1) * G(1, 0)
              + V1 @ V1 @ V2 * G(1, 1) * G(0, 1))
    pair = V2 * (G(2, 0) + G(0, 1)) + 2 * V1 * (G(1, 1) + G(1, 0))
    return triple + pair


def dirac_hamiltonian(px, py, pz):
    return px * ALPHA_X + py * ALPHA_Y + pz * ALPHA_Z + BETA_MATRIX


def free_spinors(px, py, pz):
    E = np.sqrt(1 + px**2 + py**2 + pz**2)
    lower = px * SX + py * SY + pz * SZ
    return np.vstack([(E + 1) * I2, lower]) / np.sqrt(2 * E * (E + 1))


def floquet_effective(px, q, k_right, k_left, A, py=0.0, reach=3):
    """4x4 effective Hamiltonian (initial up, down, final up, down)."""
    labels = [(i, j) for i in range(-reach, 3 + reach)
              for j in range(-reach, 2 + reach)]
    place = {lab: n for n, lab in enumerate(labels)}
    size = 4 * len(labels)
    H = np.zeros((size, size), dtype=complex)
    for (i, j), n in place.items():
        p = px + i * k_right + j * k_left
        photon_energy = i * k_right - j * k_left
        rows = slice(4 * n, 4 * n + 4)
        H[rows, rows] = dirac_hamiltonian(p, py, q) - photon_energy * np.eye(4)
        for other in ((i + 1, j), (i, j + 1)):
            if other in place:
                m = place[other]
                cols = slice(4 * m, 4 * m + 4)
                H[rows, cols] = -A / 2 * ALPHA_Z
                H[cols, rows] = -A / 2 * ALPHA_Z
    model = np.zeros((size, 4), dtype=complex)
    n_i, n_f = place[(0, 0)], place[(2, 1)]
    model[4 * n_i:4 * n_i + 4, :2] = free_spinors(px, py, q)
    model[4 * n_f:4 * n_f + 4, 2:] = free_spinors(
        px + 2 * k_right + k_left, py, q)
    values, vectors = np.linalg.eigh(H)
    overlap = model.conj().T @ vectors
    chosen = np.argsort(np.sum(abs(overlap)**2, axis=0))[-4:]
    left, _, right = np.linalg.svd(overlap[:, chosen])
    U = left @ right
    return U @ np.diag(values[chosen]) @ U.conj().T


def detuning(H):
    return (np.trace(H[2:, 2:]) - np.trace(H[:2, :2])).real / 2


def velocity_difference(px, k, q=0.0):
    def v(p):
        return p / np.sqrt(1 + p**2 + q**2)
    return v(px + 3 * k) - v(px)


def tune_lab(k, A, reach=3):
    """Initial p_x at q = 0 for which the two dressed levels coincide."""
    px = lab_momentum(0.0, k, A)
    for _ in range(3):
        H = floquet_effective(px, 0.0, k, k, A, reach=reach)
        px -= detuning(H) / velocity_difference(px, k)
    return px, floquet_effective(px, 0.0, k, k, A, reach=reach)


# ---------- tests ----------
# Closed third-order amplitude against the explicit sum of orderings.
for q, kap in ((0.0, 0.1), (0.37, 0.08), (1.4, 0.21)):
    a, b, c = chiral_coefficients(q, kap)
    closed = a * I2 + 1j * b * SY + c * SX
    assert np.allclose(explicit_orderings(q, kap), closed, atol=1e-9)
    al, be = spin_coefficients(q, kap)
    assert abs(al**2 + be**2 - (a**2 + b**2 - c**2)) < 1e-10

# Spin-resolved coupling against the full Dirac-Floquet matrix.
kap, A_test = 0.1, 0.002
worst = 0.0
for q in (0.0, 0.05, 0.4, 0.9):
    H = floquet_effective(-2 * kap, q, kap, 2 * kap, A_test)
    al, be = spin_coefficients(q, kap)
    E0 = np.sqrt(1 + q**2 + 4 * kap**2)
    predicted = A_test**3 / (16 * E0) * (al * I2 + 1j * be * SY)
    error = np.linalg.norm(H[2:, :2] - predicted) / np.linalg.norm(predicted)
    worst = max(worst, error)
    shift = np.trace(H[:2, :2]).real / 2 - E0
    assert abs(shift / (A_test**2 / (2 * E0)) - 1) < 0.01
assert worst < 5e-3, worst

# Relativistic zero of the spin-preserving part.
q_zero_test = brentq(lambda x: spin_coefficients(x, kap)[0], 1.0, 1.7)
H = floquet_effective(-2 * kap, q_zero_test, kap, 2 * kap, A_test)
preserve = abs(np.trace(H[2:, :2])) / 2
rotate = abs(np.trace(SY @ H[2:, :2])) / 2
zero_ratio = preserve / rotate
assert zero_ratio < 0.03, zero_ratio

# At q = 0 spin along z always flips, also with momentum along B.
H = floquet_effective(-2 * kap, 0.0, kap, 2 * kap, 0.01, py=0.4)
assert max(abs(H[2, 0]), abs(H[3, 1])) < 1e-4 * abs(H[3, 0])

# Residual detuning in the elastic frame is of fourth order in the field.
d1, d2 = [detuning(floquet_effective(-2 * kap, 0.0, kap, 2 * kap, x))
          for x in (0.005, 0.01)]
detuning_ratio = d2 / d1
assert abs(detuning_ratio - 16) < 1.6, detuning_ratio

# Laboratory coupling, including the spin rotation caused by the boost.
k_test = 0.14
H = floquet_effective(lab_momentum(0.3, k_test, A_test), 0.3,
                      k_test, k_test, A_test)
predicted = lab_coupling(0.3, k_test, A_test)
lab_error = np.linalg.norm(H[2:, :2] - predicted) / np.linalg.norm(predicted)
assert lab_error < 5e-3, lab_error


# Direct time evolution in the laboratory standing wave.
def evolve_half_rabi_cycle(k, A):
    px, _ = tune_lab(k, A)
    modes = np.arange(-5, 9)
    size = 4 * len(modes)
    dt = 2 * np.pi / k / 4000
    half_free = np.zeros((size, size), dtype=complex)
    for n, mode in enumerate(modes):
        e, v = np.linalg.eigh(dirac_hamiltonian(px + mode * k, 0, 0))
        half_free[4*n:4*n+4, 4*n:4*n+4] = (v * np.exp(-0.5j * e * dt)) @ v.conj().T
    hop = np.eye(len(modes), k=1) + np.eye(len(modes), k=-1)
    strength, basis = np.linalg.eigh(-A * np.kron(hop, ALPHA_Z))
    free_step = basis.conj().T @ half_free @ half_free @ basis
    period = np.eye(size, dtype=complex)
    for s in range(4000):
        phase = np.exp(-1j * dt * np.cos(k * (s + 0.5) * dt) * strength)
        period = free_step @ (phase[:, None] * period)
    # Turn the cyclic product into the symmetric half-step form.
    half = basis.conj().T @ half_free @ basis
    period = half.conj().T @ period @ half
    period = basis @ period @ basis.conj().T
    omega = 2 * abs(lab_coupling(0.0, k, A)[1, 0])
    cycles = int(round(np.pi / omega / (2 * np.pi / k)))
    U = np.linalg.matrix_power(period, cycles)
    start, end = 4 * 5, 4 * 8
    block = (free_spinors(px + 3 * k, 0, 0).conj().T
             @ U[end:end + 4, start:start + 4] @ free_spinors(px, 0, 0))
    return abs(block[1, 0])**2, abs(block[0, 0])**2, cycles


flip_prob, keep_prob, n_cycles = evolve_half_rabi_cycle(0.1, 0.03)
assert flip_prob > 0.97, flip_prob
assert keep_prob < 1e-3, keep_prob

# ---------- worked example ----------
mc2_keV = const.m_e * const.c**2 / const.e / 1e3
photon_keV, xi = 10.0, 0.01
k = photon_keV / mc2_keV
kappa = k / np.sqrt(2)
omega_light = photon_keV * 1e3 * const.e / const.hbar
field = xi * const.m_e * const.c * omega_light / const.e
intensity = 0.5 * const.epsilon_0 * const.c * field**2 / 1e4
p_bare = lab_momentum(0.0, k, 0.0)
p_dressed = lab_momentum(0.0, k, xi)
p_tuned, H_tuned = tune_lab(k, xi, reach=4)
E_i, E_f = np.sqrt(1 + p_bare**2), np.sqrt(1 + (p_bare + 3 * k)**2)
assert abs(E_f - E_i - k) < 1e-12
rate_unit = const.m_e * const.c**2 / const.hbar
rabi_formula = xi**3 * k / (2 * np.sqrt(2) * np.sqrt(E_i * E_f))
rabi_floquet = 2 * abs(H_tuned[3, 0])
assert abs(rabi_floquet / rabi_formula - 1) < 0.05, rabi_floquet / rabi_formula
H_dressed = floquet_effective(p_dressed, 0.0, k, k, xi, reach=4)
width = rabi_formula / abs(velocity_difference(p_bare, k))
recoil = np.sqrt(1 + 36 * kappa**2) - np.sqrt(1 + 4 * kappa**2)
rabi_elastic = xi**3 * kappa / (2 * np.sqrt(1 + 4 * kappa**2))
assert rabi_elastic < 1e-3 * recoil
q_sample = 1.0 / mc2_keV
M_sample = lab_coupling(q_sample, k, xi)
share = abs(M_sample[1, 0])**2 / (abs(M_sample[0, 0])**2 + abs(M_sample[1, 0])**2)
share_simple = 2 * k**2 / (2 * k**2 + 25 * q_sample**2)
assert abs(share - share_simple) < 0.01
q_half = np.sqrt(2) * k / 5
q_zero = brentq(lambda x: spin_coefficients(x, kappa)[0], 1.0, 1.6)
q_zero_lab = brentq(lambda x: np.trace(lab_coupling(x, k, xi)).real, 1.0, 1.6)
assert abs(q_zero / np.sqrt(5 / 3) - 1) < 0.01
assert abs(q_zero_lab / np.sqrt(5 / 3) - 1) < 0.01

print("TESTS")
print(f"largest relative error of spin-resolved coupling: {worst:.1e}")
print(f"relative error of laboratory coupling at q=0.3 mc: {lab_error:.1e}")
print(f"preserve/rotate ratio at relativistic zero: {zero_ratio:.1e}")
print(f"detuning ratio when the field is doubled: {detuning_ratio:.2f}")
print("time evolution with k = 0.1 mc/hbar, xi = 0.03:")
print(f"  light periods in half a Rabi cycle: {n_cycles}")
print(f"  scattered with spin flipped: {flip_prob:.4f}")
print(f"  scattered with spin preserved: {keep_prob:.1e}")
print("WORKED EXAMPLE")
print(f"electron rest energy: {mc2_keV:.3f} keV")
print(f"photon energy: {photon_keV:.1f} keV")
print(f"field parameter xi per wave: {xi:.3f}")
print(f"intensity per wave: {intensity:.3e} W/cm^2")
print(f"hbar k/(mc): {k:.6f}")
print(f"hbar kappa/(mc): {kappa:.6f}")
print(f"bare resonant p_x: {p_bare * mc2_keV:.6f} keV/c")
print(f"final p_x (bare): {(p_bare + 3 * k) * mc2_keV:.6f} keV/c")
print(f"initial total energy: {E_i * mc2_keV:.4f} keV")
print(f"final total energy: {E_f * mc2_keV:.4f} keV")
print(f"mass-dressing shift of p_x: {(p_dressed-p_bare)*mc2_keV*1e3:.4f} eV/c")
print(f"further tuning shift of p_x: {(p_tuned-p_dressed)*mc2_keV*1e3:.4f} eV/c")
print(f"detuning/Rabi frequency before that tuning: {detuning(H_dressed)/rabi_formula:.4f}")
print(f"p_x offset where detuning equals Omega: {width*mc2_keV*1e3:.4f} eV/c")
print(f"Rabi frequency, formula: {rabi_formula * rate_unit:.4e} rad/s")
print(f"Rabi frequency, diagonalization: {rabi_floquet * rate_unit:.4e} rad/s")
print(f"small-k limit xi^3 c k/3: {xi**3 * k / 3 * rate_unit:.4e} rad/s")
print(f"time for complete flip: {np.pi/(rabi_formula*rate_unit)*1e12:.4f} ps")
print(f"Rabi frequency/recoil detuning, elastic frame: {rabi_elastic/recoil:.2e}")
print(f"flip share at q = 1 keV/c, full formula: {share:.5f}")
print(f"flip share at q = 1 keV/c, small-q formula: {share_simple:.5f}")
print(f"q for equal flip and preservation: {q_half * mc2_keV:.4f} keV/c")
print(f"sqrt(5/3): {np.sqrt(5 / 3):.6f} mc")
print(f"relativistic zero, elastic frame: {q_zero:.6f} mc")
print(f"relativistic zero, laboratory: {q_zero_lab:.6f} mc")
print(f"relativistic zero, laboratory: {q_zero_lab * mc2_keV:.2f} keV/c")
print("finished without a failed check")
```

It prints:

```
TESTS
largest relative error of spin-resolved coupling: 9.7e-06
relative error of laboratory coupling at q=0.3 mc: 6.6e-06
preserve/rotate ratio at relativistic zero: 7.0e-06
detuning ratio when the field is doubled: 15.97
time evolution with k = 0.1 mc/hbar, xi = 0.03:
  light periods in half a Rabi cycle: 56047
  scattered with spin flipped: 0.9990
  scattered with spin preserved: 0.0e+00
WORKED EXAMPLE
electron rest energy: 510.999 keV
photon energy: 10.0 keV
field parameter xi per wave: 0.010
intensity per wave: 8.900e+21 W/cm^2
hbar k/(mc): 0.019570
hbar kappa/(mc): 0.013838
bare resonant p_x: 165.734587 keV/c
final p_x (bare): 195.734587 keV/c
initial total energy: 537.2038 keV
final total energy: 547.2038 keV
mass-dressing shift of p_x: 9.0296 eV/c
further tuning shift of p_x: 0.0172 eV/c
detuning/Rabi frequency before that tuning: -0.2538
p_x offset where detuning equals Omega: 0.0677 eV/c
Rabi frequency, formula: 5.0625e+12 rad/s
Rabi frequency, diagonalization: 5.0614e+12 rad/s
small-k limit xi^3 c k/3: 5.0642e+12 rad/s
time for complete flip: 0.6206 ps
Rabi frequency/recoil detuning, elastic frame: 2.26e-06
flip share at q = 1 keV/c, full formula: 0.88882
flip share at q = 1 keV/c, small-q formula: 0.88889
q for equal flip and preservation: 2.8284 keV/c
sqrt(5/3): 1.290994 mc
relativistic zero, elastic frame: 1.291145 mc
relativistic zero, laboratory: 1.291139 mc
relativistic zero, laboratory: 659.77 keV/c
finished without a failed check
```
